# Enantiomeric excess and the free-energy gap between competing transition states

## Problem

An achiral reactant is converted, with the help of a chiral catalyst, into a chiral product. The two mirror-image forms of the product, R and S, are reached through two different transition states with free energies \(G_R\) and \(G_S\), both measured from one common zero. Define the gap and the thermal energy by

\[
D = G_S - G_R , \qquad \tau = k_B T ,
\]

and the signed enantiomeric excess by

\[
e = \frac{[R]-[S]}{[R]+[S]} .
\]

A positive \(e\) means that R is in excess, and \(e=0\) is a racemic product. Excesses are quoted in percent, and differences between them in percentage points.

Assume that transition-state theory holds with the same transmission factor in both channels, that one transition state leads to each product, that both channels depend on concentrations in the same way, and that the products form irreversibly and do not interconvert afterwards. There is no background reaction that bypasses the catalyst.

(a) Express \(e\) through \(D\) and \(\tau\), and invert the relation. Does the answer change if the catalyst and the reactant first form two different complexes, one leading to R and the other to S?

(b) What gap gives an excess of 90 percent at 298 K?

(c) A calculation places both transition states too high by the same amount. What happens to the predicted rate and to the predicted excess?

(d) For a given error in \(D\), at which excess is the predicted excess most uncertain? Treat first a very small error, then an error of any size.

(e) Suppose that \(D\) is known to within \(\pm 0.04\) eV. Find the range of the excess when its central value is 0, 50, 90 and 99 percent. Is the slope \(de/dD\) good enough for this purpose?

## Hints

**For (a).** Write the two rates of formation with their common concentration factor and divide one by the other. If there are two complexes in rapid equilibrium, multiply the ratio of their populations by the ratio of their rate constants, and see which free energies survive.

**For (b).** Find the product ratio first.

**For (c).** Give each transition state its own error and form the error of \(D\).

**For (d).** The derivative of \(\tanh x\) is \(1-\tanh^2 x\). For a finite error, subtract the two end values of the excess with the identity

\[
\tanh u-\tanh v=\frac{\sinh(u-v)}{\cosh u\,\cosh v}.
\]

**For (e).** An error in \(D\) multiplies the product ratio by a fixed factor, whatever the ratio was.

## Solution

### (a) From rates to excess

Let \(F(t)\) be the concentration factor shared by the two channels. It may be the reactant concentration, its square, or something more complicated. Then

\[
\frac{d[R]}{dt}=k_R F(t), \qquad \frac{d[S]}{dt}=k_S F(t).
\]

Starting without product, integration gives \([R]=k_R\int F\,dt\) and \([S]=k_S\int F\,dt\). The integral cancels in the ratio:

\[
\frac{[R]}{[S]}=\frac{k_R}{k_S}.
\]

The excess is therefore the same at every stage of the reaction. A numerical integration of a second-order reaction with \(k_R/k_S=19\) shows this: the excess is 90.00 percent at conversions of 9.5, 51.3 and 95.5 percent.

In transition-state theory the rate constant has the prefactor \(k_BT/h\). In atomic units \(\hbar=1\), so \(h=2\pi\) and the prefactor is \(\tau/2\pi\). With \(G_0\) the free energy of the common reactants,

\[
k_R=\frac{\tau}{2\pi}\,e^{-(G_R-G_0)/\tau}, \qquad
k_S=\frac{\tau}{2\pi}\,e^{-(G_S-G_0)/\tau}.
\]

An equal transmission factor or standard-concentration factor would multiply both expressions and cancel, as do the prefactor and \(G_0\). What remains is

\[
r\equiv\frac{[R]}{[S]}=e^{(G_S-G_R)/\tau}=e^{D/\tau}.
\]

A higher transition state for S means a positive \(D\) and more R, as it should.

Now let the reaction pass through two complexes, A leading to R and B leading to S, with free energies \(G_A\) and \(G_B\). If they interconvert much faster than they react, their populations stay in equilibrium:

\[
\frac{[A]}{[B]}=e^{(G_B-G_A)/\tau}.
\]

The barriers are now counted from A and from B, so the ratio of the rates of formation is

\[
\frac{k_A[A]}{k_B'[B]}
=\frac{e^{-(G_R-G_A)/\tau}}{e^{-(G_S-G_B)/\tau}}\;e^{(G_B-G_A)/\tau},
\]

where \(k_A\) and \(k_B'\) are the rate constants for A → R and B → S. The exponent, multiplied by \(\tau\), is

\[
-G_R+G_A+G_S-G_B+G_B-G_A=G_S-G_R=D .
\]

The free energies of the complexes have dropped out. A more stable complex is more abundant, but it also has a higher barrier to climb, and the two effects compensate.

This derivation relies on the rapid exchange. If A and B react before they can interconvert, each one delivers its own product, and the final excess is set by how much of A and of B is supplied. For a fixed starting stock these are the amounts present at the start. Until that stock is used up, the excess also depends on how fast A and B react, and it changes during the reaction unless both react equally fast. When the catalyst keeps forming the complexes and they do not fall apart again, what counts in the long run is the ratio of the rates at which A and B are formed. In a numerical example with equal starting amounts and slow exchange, the excess after complete conversion is 0.00 percent, although the gap between the transition states would give 90 percent under rapid exchange.

To obtain the excess, divide the numerator and denominator of its definition by \([S]\):

\[
e=\frac{r-1}{r+1}=\frac{e^{D/\tau}-1}{e^{D/\tau}+1}.
\]

Multiplying both by \(e^{-D/2\tau}\) gives

\[
e=\frac{e^{D/2\tau}-e^{-D/2\tau}}{e^{D/2\tau}+e^{-D/2\tau}}
=\tanh\frac{D}{2\tau}.
\]

(The symbol \(e\) with an exponent is the exponential; standing alone it is the excess.)

For the inverse, start from \(e\,(r+1)=r-1\). Collecting the terms in \(r\) gives \(r(1-e)=1+e\), hence

\[
r=\frac{1+e}{1-e}, \qquad D=\tau\ln\frac{1+e}{1-e}.
\]

Two limits show how the relation behaves. For \(|D|\ll\tau\), \(\tanh x\approx x\) gives \(e\approx D/2\tau\), so the excess grows in proportion to the gap. For \(D\gg\tau\),

\[
1-e=\frac{2}{r+1}\approx 2e^{-D/\tau},
\]

so the excess saturates, and further increases of \(D\) by equal steps each remove nearly the same fraction of the remaining S. Without a chiral influence the two transition states are mirror images with equal free energies. Then \(D=0\) and the product is racemic.

### (b) The gap for 90 percent

With \(e=0.90\), the product ratio is

\[
r=\frac{1+0.90}{1-0.90}=\frac{1.90}{0.10}=19 .
\]

At 298 K, \(\tau=0.02568\) eV. The gap is therefore

\[
D=0.02568\ \text{eV}\times\ln 19=0.0756\ \text{eV},
\]

or 1.74 kcal/mol. This is about three times the thermal energy. It is also small beside a barrier such as the \(0.80\) eV used for the R channel in the numerical model, so a modest gap between the two transition states decides the selectivity.

The gap must be the one at the reaction temperature. Since \(D\) is a difference of free energies, it can itself change with temperature, and a value calculated at one temperature should not be carried over to another without checking.

### (c) An error common to both transition states

Let the calculated free energies be \(G_R+\varepsilon_R\) and \(G_S+\varepsilon_S\). The calculated gap is

\[
(G_S+\varepsilon_S)-(G_R+\varepsilon_R)=D+(\varepsilon_S-\varepsilon_R).
\]

If \(\varepsilon_R=\varepsilon_S=\varepsilon\), the error of the gap vanishes and the excess is unchanged. If the free energy of the reactants is correct, both rate constants are nevertheless multiplied by \(e^{-\varepsilon/\tau}\). For \(\varepsilon=0.10\) eV the predicted reaction is slower by a factor of 49, while the excess stays at 90.00 percent.

A level of theory can thus give a poor rate and a good excess. This holds for the shared part of the error alone, and only where the excess is fixed by \(D\), as for common reactants or complexes in rapid exchange. If exchange competes with reaction, raising both transition states makes the exchange look relatively faster and moves the predicted excess. With A at 0, B at 0.05 eV, the exchange transition state at 0.85 eV, the R transition state at 0.80 eV, the same gap and equal starting amounts, a common shift of 0.10 eV takes the final excess from 67 to 89 percent. The part that differs between the two transition states enters \(D\) in full, and a small error in each barrier does not guarantee a small error in the excess.

### (d) Where the excess is most sensitive

**Very small error.** Put \(x=D/2\tau\), so that \(dx/dD=1/2\tau\). The chain rule gives

\[
\frac{de}{dD}=\frac{1-\tanh^2x}{2\tau}=\frac{1-e^2}{2\tau}.
\]

Since \(e^2\ge 0\), this is largest when \(e=0\), that is, at \(D=0\). The excess is most sensitive to the gap at the racemic point, where the slope is

\[
\left.\frac{de}{dD}\right|_{D=0}=\frac{1}{2\tau}
=19.47\ \text{eV}^{-1},
\]

or 1.95 percentage points for each 0.001 eV. At 90 percent the factor \(1-e^2\) is \(1-0.81=0.19\), and the slope falls to \(0.19\times1.947=0.37\) percentage points for each 0.001 eV.

The reason lies in the composition of the product. Near the racemic point both enantiomers are plentiful, and a small relative change in the rate ratio alters a larger share of the product than it does at high excess. At high excess S is scarce, and a small relative change in the rate ratio, up or down, alters only a small share of the product.

**Error of any size.** Let the gap lie between \(D-\delta\) and \(D+\delta\), with \(\delta>0\). Because \(\tanh\) increases steadily, the end values of the gap give the end values of the excess. The width of the range is

\[
W=\tanh u-\tanh v, \qquad
u=\frac{D+\delta}{2\tau},\quad v=\frac{D-\delta}{2\tau}.
\]

Here \(u-v=\delta/\tau\) and \(u+v=D/\tau\). The identity from the hint, together with

\[
\cosh u\cosh v=\tfrac12\left[\cosh(u+v)+\cosh(u-v)\right],
\]

gives

\[
W=\frac{2\sinh(\delta/\tau)}{\cosh(D/\tau)+\cosh(\delta/\tau)} .
\]

The gap \(D\) appears only in \(\cosh(D/\tau)\), which has its minimum at \(D=0\) and grows with \(|D|\). The width is therefore largest at the racemic point for every \(\delta\), and it falls steadily on both sides. The result does not depend on replacing the curve by its tangent.

**Error in one direction.** Suppose instead that the gap is shifted from \(D\) to \(D+w\). This interval has its centre at \(D+w/2\) and a half-width of \(|w|/2\). Using these in the formula for \(W\) shows that the change in excess is largest when the centre is at zero:

\[
D+\frac{w}{2}=0, \qquad D=-\frac{w}{2}.
\]

For \(w=+0.04\) eV the worst starting gap is \(-0.020\) eV, and the excess changes by 74 percentage points. By symmetry it runs from about \(-37\) to \(+37\) percent. The predicted major enantiomer is then the wrong one.

### (e) An uncertainty of 0.04 eV

Shifting \(D\) by \(\pm\delta\) multiplies the product ratio by \(e^{\pm\delta/\tau}\). For \(\delta=0.04\) eV this means multiplying or dividing by 4.75. At 90 percent, where \(r=19\), the lower end is

\[
r=\frac{19}{4.75}=4.0, \qquad e=\frac{4.0-1}{4.0+1}=0.60,
\]

and the upper end is

\[
r=19\times4.75=90.25, \qquad e=\frac{89.25}{91.25}=0.978 .
\]

The same calculation for the other cases gives:

| Central excess (%) | Gap (eV) | Range of excess (%) |
|---:|---:|---:|
| 0 | 0.000 | −65 to 65 |
| 50 | 0.028 | −23 to 87 |
| 90 | 0.076 | 60 to 98 |
| 99 | 0.136 | 95.3 to 99.8 |

The width of the range falls from 130 percentage points at the racemic point to about 4 at 99 percent. In the first two rows even the identity of the major enantiomer is undecided, because \(\delta\) exceeds \(|D|\) and the gap may have either sign.

The slope is not good enough here. At 90 percent it predicts a change of

\[
0.370\times40=14.8
\]

percentage points in each direction, and so an upper end of 104.8 percent, which is impossible. The true range extends 30 points down and 8 points up.

Away from the racemic point, the next term of the Taylor series shows how the slope loses its accuracy as the error grows. Differentiating \(de/dD=(1-e^2)/2\tau\) once more gives

\[
\frac{d^2e}{dD^2}=-\frac{2e}{2\tau}\frac{de}{dD}=-\frac{e}{\tau}\frac{de}{dD}.
\]

The second-order term, \(\tfrac12\delta^2\,d^2e/dD^2\), divided by the first-order term, \(\delta\,de/dD\), is therefore \(-e\,\delta/2\tau\). At 90 percent its magnitude is \(0.90\times0.04\times19.47=0.70\), which is far from small. At the racemic point this term vanishes, but higher terms remain: for 0.04 eV the slope predicts a change of 78 percentage points, while the true change is 65. The slope serves only for errors that are a small fraction of \(2\tau\), which is about 0.05 eV at this temperature. At 90 percent it misjudges the change by about 9 percent for an error of 0.005 eV and by 16 to 19 percent for 0.01 eV, and it passes 100 percent excess once \(\delta\) exceeds \(2\tau/(1+e)=0.027\) eV. For larger errors the two end values should be computed from the hyperbolic tangent.

## Variation 1: the amount of the unwanted enantiomer

*Suppose that S is an impurity and that its relative amount matters. Where is its fraction most sensitive to the gap?*

Take \(D\ge0\), so that S is the minor enantiomer or, at \(D=0\), equal in amount to R. Its fraction of the product is

\[
f=\frac{[S]}{[R]+[S]}=\frac{1}{1+r}=\frac{1-e}{2}.
\]

A relative change of \(f\) is a change of \(\ln f=-\ln(1+r)\). Since \(dr/dD=r/\tau\),

\[
-\frac{d\ln f}{dD}=\frac{1}{\tau}\,\frac{r}{1+r}.
\]

The factor \(r/(1+r)\) is the fraction of R, which is \((1+e)/2\). Hence

\[
-\frac{d\ln f}{dD}=\frac{1+e}{2\tau}.
\]

This sensitivity rises with the excess, from \(1/2\tau\) at the racemic point towards \(1/\tau\). The values at 0, 50, 90 and 99 percent are 19.5, 29.2, 37.0 and 38.7 per eV. The order found in part (d) is reversed.

There is no contradiction, because the two measures ask different questions. At 99 percent excess, S makes up 0.50 percent of the product. If the gap is 0.04 eV smaller than supposed, the excess falls to 95.3 percent, a loss of less than 4 percentage points. The fraction of S, however, rises to \((100-95.34)/2=2.3\) percent, which is more than four times as much impurity.

## Variation 2: the gap from a measured excess

*An excess is measured to within \(\pm0.5\) percentage points, and the gap is deduced from it. Where is the deduced gap least certain?*

The slope needed is the reciprocal of the one in part (d):

\[
\frac{dD}{de}=\frac{2\tau}{1-e^2}.
\]

It is smallest at the racemic point and grows without bound as \(|e|\) approaches 1. Half the width of the resulting interval of \(D\), computed from the full logarithm, is 0.0003 eV at 0 percent, 0.0003 eV at 50 percent, 0.0014 eV at 90 percent and 0.014 eV at 99 percent. The last interval is lopsided: it reaches 0.010 eV below the central gap and 0.018 eV above it.

A nearly racemic product therefore fixes the gap very well in absolute terms, for the same reason that it makes the excess hard to predict: a small change in the gap has a large effect on the excess. Relative to the small gap itself the uncertainty is large: 25 percent of \(D\) at an excess of 2 percent, and below 0.5 percent even the sign of \(D\) is open. With the same error in percentage points, a nearly pure product fixes the gap poorly. If the error bar of the measurement reaches 100 percent, the logarithm diverges at that end, and the measurement gives only a lower limit for \(D\). This matters when measured excesses are used to judge a level of theory, since a gap deduced from a very high excess may be too uncertain to reveal an error in the calculated one.

The numerical check checks the main relations against yields obtained from a kinetic network, without using the hyperbolic tangent to generate them.

## Numbers as computed

```
temperature: 298 K
thermal energy tau: 0.02568 eV
free energy of transition state R: 0.80 eV
product ratio R/S at 90 percent excess: 19.000
gap for 90 percent excess: 0.07561 eV
same gap, converted: 1.744 kcal/mol
second-order reaction, excess at three conversions:
  conversion 9.5 %, excess 90.00 %
  conversion 51.3 %, excess 90.00 %
  conversion 95.5 %, excess 90.00 %
common barrier shift: 0.10 eV
  reaction slower by factor: 49.1
  excess after common shift: 90.00 %
excess with slow exchange, equal start: 0.00 %
error assumed in the gap: +/- 0.04 eV
  factor on the product ratio: 4.75
excess 0 %: gap 0.0000 eV
  slope: 1.947 percentage points per 0.001 eV
  excess range: -65.20 to 65.20 %
  minor enantiomer: 50.00 % of product
  relative slope of minor amount: 19.47 per eV
  gap uncertainty from +/- 0.5 percentage points: 0.00026 eV
excess 50 %: gap 0.0282 eV
  slope: 1.460 percentage points per 0.001 eV
  excess range: -22.56 to 86.88 %
  minor enantiomer: 25.00 % of product
  relative slope of minor amount: 29.21 per eV
  gap uncertainty from +/- 0.5 percentage points: 0.00034 eV
excess 90 %: gap 0.0756 eV
  slope: 0.370 percentage points per 0.001 eV
  excess range: 60.02 to 97.81 %
  minor enantiomer: 5.00 % of product
  relative slope of minor amount: 36.99 per eV
  gap uncertainty from +/- 0.5 percentage points: 0.00135 eV
excess 99 %: gap 0.1359 eV
  slope: 0.039 percentage points per 0.001 eV
  excess range: 95.34 to 99.79 %
  minor enantiomer: 0.50 % of product
  relative slope of minor amount: 38.75 per eV
  gap uncertainty from +/- 0.5 percentage points: 0.01417 eV
linear change at 90 %: 14.80 percentage points
linear upper estimate at 90 %: 104.80 %
one-sided error +0.04 eV, worst gap: -0.020 eV
  largest change: 74.17 percentage points
```
